# Crossover temperature for deep tunnelling in a hydrogen hop

## Problem

A hydrogen atom in crystalline silicon hops between neighbouring sites. Along the hop the energy rises by $V_0=0.5$ eV to a saddle whose imaginary frequency is quoted as 1000 cm$^{-1}$. Near the saddle the potential along the path is

$$V(x)=V_0-\tfrac12 m\omega^2x^2 .$$

The other modes are taken to separate from $x$, and there is no friction. On cooling, at what temperature does this parabolic barrier cease to describe a hop near the saddle, so that deep tunnelling takes over? What happens there if the barrier has a finite height?

The algebra uses atomic units, so $\hbar=1$, and $\beta=1/k_BT$. The value 1000 cm$^{-1}$ is a wavenumber $\tilde\nu$. The corresponding angular frequency is $\omega=2\pi c\tilde\nu=1.884\times10^{14}$ rad/s, and the energy $\hbar\omega=hc\tilde\nu$ is 0.1240 eV.

## A tempting solution

A vibration behaves classically when $k_BT$ is much larger than its quantum, and quantum mechanically when $k_BT$ is smaller. Setting the two equal gives

$$T=\frac{\hbar\omega}{k_B}=1439\ \text{K}.$$

On this argument hydrogen would tunnel deeply even during an anneal at 700 K.

## Where it fails

The argument borrows the level spacing of a well. At a saddle the force points away from the stationary point, the classical motion grows as $e^{\omega t}$, and there is no ladder of levels with spacing $\omega$. The level-spacing argument therefore has no basis here.

Two other quantities compete at a barrier. Going down in energy from the top, the thermal population grows as $e^{-\beta E}$, while the transmission probability falls. Deep tunnelling takes over when the population grows faster than the transmission falls. We need the energy scale of that fall, and it will turn out to be $\omega/2\pi$.

## Transmission through the parabola

Measure length in units of $(m\omega)^{-1/2}$ and momentum in units of $(m\omega)^{1/2}$. Both $p^2/2m$ and $m\omega^2x^2/2$ then acquire the factor $\omega$, so that

$$H-V_0=\omega h,\qquad h=\tfrac12(p^2-x^2),\qquad [x,p]=i .$$

The eigenvalue of $h$ is $\eta=(E-V_0)/\omega$. Define

$$u=\frac{p+x}{\sqrt2},\qquad v=\frac{p-x}{\sqrt2}.$$

Their commutator is $[u,v]=\tfrac12(-[p,x]+[x,p])=i$. In $uv+vu$ the cross terms cancel, leaving $p^2-x^2$, so $h=\tfrac12(uv+vu)$.

The equations of motion show what $u$ and $v$ mean. Since $[h,u]=-iu$ and $[h,v]=iv$,

$$\dot u=i[h,u]=u,\qquad \dot v=i[h,v]=-v .$$

Thus $u$ grows, $v$ decays, and neither changes sign. From $x=(u-v)/\sqrt2$, the late position is governed by $u$: positive $u$ means departure to the right. The early position is governed by $-v$: positive $v$ means arrival from the left.

Because $[u,v]=i$, we may treat $u$ as a coordinate and set $v=-i\,d/du$. The equation $h\phi=\eta\phi$ becomes

$$-i\left(u\phi'+\tfrac12\phi\right)=\eta\phi
\quad\Rightarrow\quad \phi\propto|u|^{i\eta-1/2},$$

with separate constants for $u>0$ and $u<0$. If instead $v$ is the coordinate, then $u=i\,d/dv$, and the same steps give $\chi\propto|v|^{-i\eta-1/2}$. A particle arriving from the left has

$$\chi(v)=v^{-i\eta-1/2}\ \ (v>0),\qquad \chi(v)=0\ \ (v<0).$$

The outgoing waves follow by a Fourier transform. With $s=\tfrac12-i\eta$,

$$\phi(u)=\frac1{\sqrt{2\pi}}\int_0^\infty v^{s-1}e^{iuv}\,dv .$$

For $u>0$ rotate the path to $v=iy/u$, where the exponential becomes $e^{-y}$. For $u<0$ rotate it to $v=-iy/|u|$. Since the real part of $s$ lies between 0 and 1, the arcs at small and large $|v|$ contribute nothing. The result is

$$\phi(u)=\frac{\Gamma(s)}{\sqrt{2\pi}}\,|u|^{-s}e^{\pm i\pi s/2},$$

with the upper sign for $u>0$. Now $i\pi s/2=i\pi/4+\pi\eta/2$, so the moduli of the last factor are $e^{\pm\pi\eta/2}$. The flux in $u$ is $|\dot u||\phi|^2=|u||\phi|^2$, which is constant on each side. The ratio of transmitted to reflected flux is therefore $e^{\pi\eta}/e^{-\pi\eta}=e^{2\pi\eta}$. The two fractions add to one, and hence

$$P(E)=\frac1{1+e^{-2\pi(E-V_0)/\omega}} .$$

At the top half the flux passes. Well below it, $P\approx e^{-2\pi(V_0-E)/\omega}$: the transmission falls by a factor $e$ for each $\omega/2\pi$ of energy. This is the scale that the tempting solution lacked.

## Thermal flux and its divergence

In one dimension the density of incoming states is $1/(2\pi\,\text{velocity})$ per unit length and energy. Multiplied by the velocity, it gives an arrival rate proportional to $e^{-\beta E}dE$. Classically every particle above $V_0$ crosses and none below, which gives $\int_{V_0}^\infty e^{-\beta E}dE=e^{-\beta V_0}/\beta$. With $\epsilon=E-V_0$, the ratio of quantum to classical flux at equal supply is

$$\kappa=\beta\int_{-\infty}^{\infty}P\,e^{-\beta\epsilon}\,d\epsilon .$$

The lower limit is $-\infty$ because an ideal parabola has no bottom. Put $z=2\pi\epsilon/\omega$ and $t=\beta\omega/2\pi$:

$$\kappa=tJ,\qquad J=\int_{-\infty}^{\infty}\frac{e^{-tz}}{1+e^{-z}}\,dz .$$

For $z\to-\infty$ the integrand tends to $e^{(1-t)z}$. It vanishes there if $t<1$, tends to a constant if $t=1$, and grows without limit if $t>1$. The integral exists for $0<t<1$.

To evaluate it, integrate around the rectangle between the real axis and the line displaced by $2\pi i$. On the upper line the integrand is multiplied by $e^{-2\pi it}$, and the line is traversed backwards. The short sides vanish for $0<t<1$. The one enclosed pole is at $z=i\pi$, where the derivative of the denominator is $-e^{-i\pi}=1$, so the residue is $e^{-i\pi t}$. Therefore

$$J(1-e^{-2\pi it})=2\pi i\,e^{-i\pi t}
\quad\Rightarrow\quad
J=\frac{2\pi i}{e^{i\pi t}-e^{-i\pi t}}=\frac{\pi}{\sin\pi t}.$$

Writing $t=T_c/T$,

$$\boxed{\;\kappa=\frac{\pi T_c/T}{\sin(\pi T_c/T)}\quad(T>T_c),\qquad k_BT_c=\frac{\hbar\omega}{2\pi}\;}$$

For the given saddle,

$$T_c=\frac{1438.8\ \text{K}}{2\pi}=229\ \text{K},\qquad k_BT_c=0.0197\ \text{eV}.$$

The two factors of $2\pi$ have different origins. One converts the wavenumber to an angular frequency; the other comes from the barrier transmission.

At high temperature, $y/\sin y\approx1+y^2/6$ with $y=\beta\omega/2$ gives $\kappa\approx1+(\beta\omega)^2/24$. At the tempting answer, 1439 K, $\beta\omega=1$ and the flux exceeds its classical value by about $1/24$, or 4 percent. This small correction is a net effect: tunnelling below the top adds more than that, and reflection above the top takes part of it back.

## Which energies carry the flux

The logarithm of the integrand in $J$ is $-tz-\ln(1+e^{-z})$. Its derivative vanishes when

$$-t+\frac1{1+e^z}=0
\quad\Rightarrow\quad e^{z}=\frac1t-1,$$

and since the derivative decreases with $z$, this is a maximum. The dominant energy is

$$\epsilon^*=k_BT_c\,\ln\!\left(\frac{T}{T_c}-1\right).$$

For the parabola this gives:

| $T$ (K) | $\kappa$ | $\epsilon^*$ (eV) |
|---:|---:|---:|
| 700 | 1.20 | +0.014 |
| 458 | 1.57 | 0 |
| 300 | 3.54 | −0.023 |
| 240 | 20.9 | −0.060 |

At $2T_c=458$ K the maximum sits at the top. There $t=\tfrac12$, and the integrand is $1/[2\cosh(z/2)]$, symmetric about the top, so half the flux already tunnels. Deep tunnelling is a stronger condition than tunnelling: the dominant energy must leave the region where the parabola represents the barrier. As $T\to T_c$ from above, $\epsilon^*\to-\infty$ and the parabola fails.

The same temperature appears in imaginary time. A thermal trace sums over closed paths of duration $\beta$, weighted by $e^{-A}$ with $A=\int_0^\beta(m\dot x^2/2+V)\,d\tau$. Near the saddle write $x(\tau)=\sum_n a_ne^{2\pi in\tau/\beta}$, with $a_{-n}=a_n^*$ because $x$ is real. Different terms integrate to zero against each other, leaving

$$A=\beta V_0+\frac{m\beta}{2}\sum_n|a_n|^2\left[\left(\frac{2\pi n}{\beta}\right)^2-\omega^2\right].$$

The $n=0$ term is negative at every temperature: it moves the whole path off the saddle. The $n=\pm1$ terms, which stretch the path across the barrier, turn negative when $2\pi/\beta<\omega$, that is, when $T<T_c$. Below $T_c$ a path resting at the saddle is unstable towards one extended under the barrier.

## A barrier of finite height

A real rate does not diverge at 229 K. To see what replaces the divergence, take

$$V(x)=V_0\,\mathrm{sech}^2(x/a).$$

Near the top $\mathrm{sech}^2(x/a)\approx1-x^2/a^2$. Matching the curvature gives $\omega^2=2V_0/(ma^2)$, hence $a=0.520$ Å for the proton mass.

Well below the top the semiclassical transmission is $P\approx e^{-S}$, because the amplitude decays as $\exp(-\int|p|\,dx)$ and the probability is its square:

$$S(E)=2\int\sqrt{2m(V-E)}\,dx ,$$

taken between the turning points. Differentiating, with no contribution from the end points because the integrand vanishes there,

$$\tau(E)\equiv-\frac{dS}{dE}=\sqrt{2m}\int\frac{dx}{\sqrt{V-E}} .$$

This is the period of a classical oscillation in the inverted potential. Substitute $q=\sinh(x/a)$. Then $dx=a\,dq/\cosh(x/a)$ and $V-E=(V_0-E-Eq^2)/\cosh^2(x/a)$. The hyperbolic cosines cancel:

$$\tau=a\sqrt{2m}\int\frac{dq}{\sqrt{V_0-E-Eq^2}}
=\pi a\sqrt{\frac{2m}{E}}=\frac{2\pi}{\omega}\sqrt{\frac{V_0}{E}} .$$

The last step used $a=\sqrt{2V_0/m}/\omega$. Since $S(V_0)=0$, integrating $\tau$ from $E$ to $V_0$ gives

$$S=\frac{4\pi V_0}{\omega}\left(1-\sqrt{\frac{E}{V_0}}\right).$$

The thermal weight $e^{-S-\beta E}$ is stationary when $\tau(E)=\beta$, so

$$E^*=V_0\left(\frac{T}{T_c}\right)^2 .$$

It lies below the top for $T<T_c$. It is a maximum because $\tau$ decreases as $E$ rises. At 150 K it gives $0.5\,(150/229)^2=0.2145$ eV, less than half the barrier height.

This orderly descent depends on the barrier's shape. The derivative of $-S-\beta E$ with respect to $E$ is $\tau-\beta$. If $\tau$ instead shortened on going down from the top, then slightly above $T_c$ the weight would first fall with depth and then, once $\tau<\beta$, rise again. Deep energies could then win before $T_c$ is reached. The curvature at the saddle fixes $T_c$, but by itself it does not exclude an earlier switch.

At $T_c$ let $\delta=1-E/V_0$. For small $\delta$, $\sqrt{1-\delta}\approx1-\delta/2-\delta^2/8$, so

$$S\approx\frac{2\pi V_0}{\omega}\delta+\frac{\pi V_0}{2\omega}\delta^2 .$$

The linear term cancels the Boltzmann gain $\beta V_0\delta$, because $\beta=2\pi/\omega$. The quadratic term cuts off what was a divergence. To leading order in a high barrier,

$$\kappa(T_c)\approx\frac{2\pi V_0}{\omega}\int_0^\infty e^{-\pi V_0\delta^2/2\omega}d\delta
=\pi\sqrt{\frac{2V_0}{\omega}} .$$

For 0.5 eV this is $\pi\sqrt{1.0/0.1240}=8.92$. At $T_c$ the flux ratio is thus finite, and it grows with barrier height at fixed $\omega$.

The full transmission of this barrier was found by integrating the Schrödinger equation with the Numerov method from $x=10a$ to $-10a$, then averaging thermally over energies up to $3V_0$. Halving the step from $0.01a$ to $0.005a$ changed $\kappa$ by less than $10^{-4}$ percent at 150, 229, 300 and 700 K.

| $T$ (K) | $\kappa$ | peak $E$ (eV) | flux below top |
|---:|---:|---:|---:|
| 700 | 1.22 | 0.512 | 30% |
| 458 | 1.57 | 0.498 | 49% |
| 300 | 3.06 | 0.477 | 76% |
| 229 | 8.66 | 0.444 | 92% |
| 150 | 1580 | 0.2145 | 100% |

Percentages are rounded. At 300 K the parabola overestimates $\kappa$ by 16 percent relative to the finite barrier. At $T_c$ the leading estimate is 3 percent above the numerical value. Doubling the height to 1.0 eV at fixed $\omega$ gives 12.2 numerically against an estimate of 12.6, a difference of 4 percent; these two heights do not yet show the relative error shrinking.

At 229 K the peak is 0.056 eV below the top, although $E^*$ equals $V_0$ there. The reason is that $e^{-S}$ is too large near the top, where the transmission is rounded to about $1/(1+e^{S})$. At $T_c$ the semiclassical weight is almost flat near the top, so this rounding suffices to push the maximum down. The crossover is thus smooth: between 300 and 150 K the peak moves from just under the saddle to the middle of the barrier.

## Reading the result for silicon

The barrier of half an electronvolt and the frequency are rough model values for hydrogen in silicon. A cosine potential $V=\tfrac12V_0[1+\cos(2\pi x/d)]$ of the same height and saddle curvature has $2\pi^2V_0/d^2=m\omega^2$, hence $d=\pi a=1.63$ Å. Neighbouring bond centres in silicon are roughly 1.9 Å apart, so the scale is reasonable; keeping the height and cosine shape but using that distance would lower $\omega$ and bring $T_c$ near 200 K. At a 700 K anneal the barrier factor $\kappa$ raises the model flux at equal supply by about a fifth; quantizing the well, discussed below, raises the rate further. Near and below $T_c$ the flux ratio depends on more of the barrier than its curvature at the top. The cosine is thinner below the top than the $\mathrm{sech}^2$ barrier: a single cosine hump gives $\kappa=11.7$ at 229 K instead of 8.66, and about twenty times the $\mathrm{sech}^2$ value at 150 K. At 150 K its weight peaks at 0.046 eV, below the lowest level of the cosine well at 0.060 eV, so a continuous supply of energies no longer describes the well there. The low-temperature values in the table above should therefore not be carried over to silicon. The assumption most plainly broken in the crystal is that hydrogen moves alone: silicon atoms relax during the hop, which can change both the barrier and the unstable mode. The one-dimensional model does not size that change.

Some shifts can be sized. Since $T_c\propto\omega$, a 10 percent error in the frequency moves it by 23 K. For deuterium in the same potential, if the saddle mode is purely hydrogen motion, $\omega\propto m^{-1/2}$ and $T_c$ falls to 162 K.

Friction also lowers $T_c$. With a rate $\gamma$, motion near the saddle obeys $\ddot x+\gamma\dot x-\omega^2x=0$. Inserting $x\propto e^{\mu t}$ gives $\mu^2+\gamma\mu-\omega^2=0$, whose growing solution is

$$\mu=\sqrt{\omega^2+\gamma^2/4}-\gamma/2 .$$

If the friction comes from harmonic lattice modes coupled linearly to $x$, the whole saddle is quadratic and separates into normal modes. The parabolic derivation applies to its one unstable mode, with $\omega$ replaced by that mode's growth rate. This rate equals the $\mu$ above only when the friction has no memory, which requires lattice modes extending far above $\omega$; then $\gamma=0.1\omega$ gives $T_c=218$ K. Silicon phonons end near 520 cm$^{-1}$, about half of $\omega$, and respond too slowly for this limit: a flat friction spectrum of the same low-frequency strength cut off there lowers $T_c$ only to 225.5 K. An imaginary frequency computed with the lattice atoms free to move already contains their linear coupling, which must not be counted again as friction.

Finally, the supply of particles was treated as continuous in energy. Diagonalizing the cosine potential in plane waves gives a first level spacing of 0.116 eV, or 5.9 $k_BT_c$, and five bands centred below the top. An isolated well would not supply the smooth energy distribution used here; coupling to the lattice must provide it. Quantizing the well also changes the normalization of the rate. With the classical harmonic partition function $k_BT/\hbar\omega$ and the quantum sum over those five bands, their ratio at $T_c$ is 3.3. This factor multiplies the absolute rate relative to the classical one, in addition to $\kappa$. It varies smoothly through 229 K and does not move the saddle criterion, but a hopping rate calculated from this one-dimensional model without it would be about 3.3 times too small at $T_c$. In a real crystal the quantized motion of the other modes, in the well and at the saddle, also enters the rate.
